# Why annular dark-field intensity does not always scale as Z squared

## Two atoms that break the square law

Take two neutral atoms with nuclear charges $Z=8$ and $Z=64$. If the intensity scattered to a given angle were proportional to $Z^2$, the heavier atom would be $8^2=64$ times brighter at every angle. A simple model of screening shows that it need not be.

Hartree atomic units are used in the derivations. A fast electron at distance $r$ from the nucleus has the Wentzel potential energy

$$V(r)=-\frac{Z}{r}e^{-\mu r},\qquad \mu=\frac{Z^{1/3}}{c}.$$

The electron cloud hides the nucleus beyond a distance of about $1/\mu$, and this distance shrinks as $Z^{-1/3}$. The constant $c$ is of order one, and $c=1$ is used unless another value is stated. The cube roots are then $\mu=2$ for $Z=8$ and $\mu=4$ for $Z=64$.

The electron arrives with wave number $k$ and leaves elastically at angle $\theta$. Its momentum transfer $q$ follows from the two wave vectors of equal length:

$$q^2=2k^2(1-\cos\theta)=4k^2\sin^2(\theta/2),\qquad q=2k\sin(\theta/2).$$

In the first Born approximation the atom scatters the incident plane wave once. With the relativistic mass factor $\gamma$, the amplitude is

$$f(q)=-\frac{\gamma}{2\pi}\int V(r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r .$$

The average of $e^{-i\mathbf q\cdot\mathbf r}$ over directions is $\sin(qr)/(qr)$, and the volume element contributes $4\pi r^2dr$. The two minus signs cancel, and so do the powers of $r$:

$$f=\frac{2\gamma Z}{q}\int_0^\infty e^{-\mu r}\sin(qr)\,dr .$$

The integral is the imaginary part of $\int_0^\infty e^{-(\mu-iq)r}dr=1/(\mu-iq)=(\mu+iq)/(\mu^2+q^2)$, which is $q/(q^2+\mu^2)$. Hence

$$f(q)=\frac{2\gamma Z}{q^2+\mu^2},\qquad \frac{d\sigma}{d\Omega}=f^2 .$$

Now compare the two atoms at $q=4$, which is close to 30 mrad for a 200 kV beam:

$$f_8=\frac{16\gamma}{16+4}=0.8\,\gamma,\qquad f_{64}=\frac{128\gamma}{16+16}=4\,\gamma .$$

The amplitude ratio is 5 and the intensity ratio is 25, not 64. At $q=0$ the amplitude ratio is $8\times4/16=2$, so the intensity ratio is only 4. At $q=40$ the amplitude ratio is $8\times1604/1616=7.94$, and the intensity ratio is 63. The square law is recovered at large momentum transfer and fails at small.

## The correct statement

Define the local exponent at fixed beam energy and fixed angle, treating $Z$ as continuous:

$$n(q,Z)=\frac{\partial\ln(d\sigma/d\Omega)}{\partial\ln Z}.$$

For elastic scattering by the Wentzel atom in the first Born approximation,

$$n(q,Z)=2-\frac43\,\frac{\mu^2}{q^2+\mu^2}. \tag{1}$$

In this model $n$ is $2/3$ in the forward direction, rises with angle, stays below 2 at every finite $q$, and tends to 2 for $q\gg\mu$. For a detector that collects an annulus between $q_1$ and $q_2$, the exponent of the collected signal is the mean of the exponents at the two edges:

$$n_{\rm ann}=\tfrac12\left[n(q_1,Z)+n(q_2,Z)\right]. \tag{2}$$

## Proof at one angle

Take the logarithm of the cross section:

$$\ln\frac{d\sigma}{d\Omega}=2\ln(2\gamma)+2\ln Z-2\ln(q^2+\mu^2).$$

At fixed energy and angle, $\gamma$ and $q$ do not depend on $Z$. The screening parameter does: $\mu^2=Z^{2/3}/c^2$, so $\partial\mu^2/\partial\ln Z=\tfrac23\mu^2$. Therefore

$$n=2-\frac{2}{q^2+\mu^2}\cdot\frac23\mu^2,$$

which is equation (1). The constant $c$ enters only through $\mu$.

It matters which property of the screening causes the deficit. Suppose that $\mu\propto Z^s$. Then $\partial\mu^2/\partial\ln Z=2s\mu^2$, and

$$n=2-4s\,\frac{\mu^2}{q^2+\mu^2}.$$

For $s=0$ the exponent is 2 at all angles, although the atom is still screened. In this family of potentials the deficit therefore comes from the change of the screening radius with $Z$. A heavier atom has a larger charge but a more compact field, and a compact field scatters less strongly into small angles than a wide field of the same charge.

## What the deficit measures

The fraction in equation (1) has a direct meaning. Let $\rho(r)$ be the number density of the atomic electrons. The probe is attracted by the nucleus and repelled by these electrons, so Poisson's equation reads

$$\nabla^2V=4\pi Z\,\delta(\mathbf r)-4\pi\rho .$$

Away from the nucleus, $\nabla^2V=(1/r)\,d^2(rV)/dr^2=-(Z\mu^2/r)e^{-\mu r}$. The density behind the Wentzel potential is thus

$$\rho(r)=\frac{Z\mu^2}{4\pi r}e^{-\mu r}.$$

Its integral is $Z\mu^2\int_0^\infty re^{-\mu r}dr=Z$, as neutrality demands. Its form factor uses the same sine integral as before:

$$F(q)=\int_0^\infty4\pi r^2\rho\,\frac{\sin qr}{qr}\,dr=\frac{Z\mu^2}{q^2+\mu^2}.$$

So $F/Z$ is the fraction of the nuclear charge that is screened at momentum transfer $q$, and equation (1) becomes $n=2-\tfrac43F/Z$.

Poisson's equation also gives the Born amplitude for any spherical density. A Fourier transform replaces $\nabla^2$ by $-q^2$, so the transform of $V$ is $-4\pi(Z-F)/q^2$. Multiplication by $-\gamma/2\pi$ gives

$$f(q)=\frac{2\gamma\,(Z-F)}{q^2}. \tag{3}$$

For two elements A and B, define a pair exponent as the logarithm of their intensity ratio divided by $\ln(Z_B/Z_A)$. From equation (3),

$$p=2+\frac{2}{\ln(Z_B/Z_A)}\ln\frac{1-F_B/Z_B}{1-F_A/Z_A}. \tag{4}$$

With $Z_B>Z_A$, the pair exponent is below 2 when the heavier atom has the larger screened fraction. The Wentzel atom meets this condition at every finite $q>0$, because $\mu$ grows with $Z$. For real atoms it has to be checked.

## Proof for an annular detector

The solid angle of a ring is $d\Omega=2\pi\sin\theta\,d\theta$. Differentiating $q^2=2k^2(1-\cos\theta)$ gives $q\,dq=k^2\sin\theta\,d\theta$, so $d\Omega=2\pi q\,dq/k^2$ without a small-angle approximation. The collected cross section is

$$\sigma=\frac{8\pi\gamma^2Z^2}{k^2}\int_{q_1}^{q_2}\frac{q\,dq}{(q^2+\mu^2)^2}.$$

The integrand is the derivative of $-1/[2(q^2+\mu^2)]$, hence

$$\sigma=\frac{4\pi\gamma^2Z^2}{k^2}\left[\frac1{q_1^2+\mu^2}-\frac1{q_2^2+\mu^2}\right]. \tag{5}$$

On a common denominator the bracket is $(q_2^2-q_1^2)/[(q_1^2+\mu^2)(q_2^2+\mu^2)]$. Its numerator does not depend on $Z$. Each factor of the denominator contributes as in the previous proof, but once instead of twice:

$$n_{\rm ann}=2-\frac23\left[\frac{\mu^2}{q_1^2+\mu^2}+\frac{\mu^2}{q_2^2+\mu^2}\right],$$

which is equation (2).

Two limits are useful. If the outer edge is far beyond $\mu$, its term vanishes and the inner edge sets the deficit. If all angles are collected, then $q_1=0$ and $q_2=2k\gg\mu$, and the exponent is close to $4/3$. The total elastic cross section of this model therefore grows roughly as $Z^{4/3}$.

Equation (1) can also be solved for the angle at which a chosen exponent is reached. From $2-n=\tfrac43\mu^2/(q^2+\mu^2)$,

$$q=\mu\sqrt{\frac{4}{3(2-n)}-1}.$$

For $n=1.9$ the root is $\sqrt{12.33}=3.51$. At 200 kV, where $k=132.58$, this gives 64 mrad for a Wentzel atom with the charge of silicon and 84 mrad for one with the charge of germanium. These angles belong to the model: with the Hartree-Fock densities used below, the exponent between the two elements passes 1.9 only between 100 and 120 mrad. In the model the required $q$ grows as $Z^{1/3}$, so an angle that counts as high for one element may not be high for a heavier one.

## A silicon-germanium film

Consider an amorphous film with 30 % germanium, 10 nm thick, in a 200 kV microscope. A medium-angle detector collects 30 to 60 mrad and a high-angle detector 80 to 200 mrad. These settings are chosen as an example. The beam energy and both detectors stay fixed when the elements are compared.

For silicon $\mu=2.410$, so $\mu^2=5.81$. The medium detector spans $q_1=3.977$ to $q_2=7.953$, and its edge exponents are

$$n(q_1)=2-\frac43\,\frac{5.81}{15.82+5.81}=1.64,\qquad n(q_2)=2-\frac43\,\frac{5.81}{63.25+5.81}=1.89 .$$

Their mean is 1.76. With $\gamma=1.3914$, equation (5) gives the cross section:

$$\sigma_{\rm Si}=0.2713\,(0.04624-0.01448)=0.00862\ \text{bohr}^2=24.1\ \text{pm}^2 .$$

The same steps for germanium give an annular exponent of 1.65 and a cross section of 99.1 pm². The ratio is 4.11, while the square law predicts $(32/14)^2=5.22$. The pair exponent is $\ln4.11/\ln(32/14)=1.71$. It lies between the two annular exponents because integrating the definition of $n_{\rm ann}$ from one element to the other gives

$$\ln\frac{\sigma_{\rm Ge}}{\sigma_{\rm Si}}=\int_{\ln14}^{\ln32}n_{\rm ann}\,d\ln Z ,$$

so the pair exponent is the average of $n_{\rm ann}$ over $\ln Z$. On the high-angle detector the cross sections are 5.35 and 26.8 pm², their ratio is 5.01, and the pair exponent is 1.95.

The error this causes in composition can be followed directly. Assume single scattering, atoms that scatter independently, and a pure silicon reference with the same number of atoms per area. A film with germanium fraction $x$ then has the relative signal

$$S=(1-x)+x\,\frac{\sigma_{\rm Ge}}{\sigma_{\rm Si}}=1+x\left(\frac{\sigma_{\rm Ge}}{\sigma_{\rm Si}}-1\right).$$

For $x=0.30$ the medium detector gives $S=1+0.30\times3.11=1.93$. An analyst who assumes the square law infers $0.933/4.22=0.22$, or 22 % germanium instead of 30 %. The high-angle detector gives $S=2.20$ and an inferred 28.5 %. Moving to larger angles reduces the bias, at the price of signal: the silicon cross section falls from 24.1 to 5.35 pm².

## How far the Wentzel atom can be trusted

A real atom has shells, not one screening length. Equation (3) accepts any spherical density, so the Wentzel density can be replaced by spherically averaged Hartree-Fock densities of the free atoms. These leave out electron correlation, relativistic contraction and bonding. Enlarging the basis from def2-TZVP to def2-QZVP moves the annular pair exponents by about 0.00001. The silicon-to-germanium exponents at single angles are:

| Angle (mrad) | Wentzel | Hartree-Fock |
|---:|---:|---:|
| 20 | 1.31 | 1.56 |
| 50 | 1.80 | 1.82 |
| 100 | 1.94 | 1.87 |
| 200 | 1.985 | 1.981 |
| 400 | 1.996 | 1.962 |
| 1000 | 1.999 | 1.994 |

Both columns are below 2 and end close to it, but the Hartree-Fock exponent does not rise steadily. It dips slightly between the table entries at 50 and 100 mrad, and it drops again between 200 and 400 mrad. The innermost shell accounts for the second drop. Two electrons in hydrogen-like 1s orbitals have the density $(2Z^3/\pi)e^{-2Zr}$. The transform of $e^{-\lambda r}/r$ is $4\pi/(q^2+\lambda^2)$; applying $-d/d\lambda$ turns it into the transform of $e^{-\lambda r}$, which is $8\pi\lambda/(q^2+\lambda^2)^2$. With $\lambda=2Z$ the form factor of the shell is

$$F_{1s}=\frac{2}{(1+q^2/4Z^2)^2}.$$

At 400 mrad $q=52.7$. The screened fraction $F_{1s}/Z$ is then 0.007 for silicon and 0.022 for germanium, and equation (4) gives 1.962. At 200 mrad the fractions are 0.040 and 0.046, much closer to each other, and the estimate is 1.985. At 400 mrad the silicon core has almost ceased to screen while the more compact germanium core has not. In the first Born approximation, then, the exponent of an atom with shells settles at 2 only when $q$ is large compared with $2Z$, the scale of the 1s shell, and not merely compared with $\mu$. For real atoms even this limit is not exact: electron spin and higher-order Coulomb scattering add a factor that depends on $Z$, and at 200 kV they lift the silicon-to-germanium exponent to about 2 at 400 mrad and clearly above 2 at 1000 mrad.

On the medium detector the Hartree-Fock pair exponent is 1.82, above the Wentzel value of 1.71. On the high-angle detector it is 1.90, below the Wentzel value of 1.95. The inferred germanium contents become 25 % and 27 %. These values rest on the first Born approximation. Solving the Dirac equation by partial waves in the Hartree-Fock potentials lowers the exponents to about 1.76 and 1.86, and the inferred contents to about 23 % and 26 %. The square law still reads too low on both detectors, but the gain from the larger angles is smaller than the Wentzel atom suggests.

## Other effects in the same film

Each of the following changes was made alone in the Wentzel model, with pair exponents of 1.71 (medium) and 1.95 (high) as the reference. The shifts need not add.

The choice $c=0.885$ makes the atom more compact and gives 1.66 and 1.94.

The Born approximation requires a weak phase shift. A straight path at impact parameter $b$ and speed $v$ collects the phase $-(1/v)\int V\,dz=(2Z/v)K_0(\mu b)$, where $K_0$ is a modified Bessel function. Its strength $Z/v$ is 0.15 for silicon and 0.34 for germanium, which is not very small. Keeping the full phase factor, the eikonal approximation, lowers the exponents to 1.62 and 1.89.

An annular detector without an energy filter also receives electrons that have excited the atom. In the Lenz estimate their cross section is $4\gamma^2(Z/q^4)[1-(F/Z)^2]$. At large $q$ it tends to $4\gamma^2Z/q^4$, beside an elastic part of $4\gamma^2Z^2/q^4$. The sum is proportional to $Z^2+Z$, whose exponent is

$$\frac{2Z^2+Z}{Z^2+Z}=2-\frac1{Z+1}.$$

With inelastic electrons included, this estimate does not tend to 2 at fixed $Z$. For silicon the limit is 1.93. For the two detectors the pair exponents become 1.66 and 1.90.

A focused probe arrives from a cone of directions. With a semi-angle of 20 mrad and the signal summed over probe positions, the cross section is averaged over that cone. The medium detector then receives scattering through angles as small as $30-20=10$ mrad, where the local exponent is low. Its pair exponent falls to 1.59, the largest shift on that detector. The high-angle value changes only to 1.94.

The leading spin and Coulomb correction acts in the other direction and gives 1.72 and 1.97. Interference with four first neighbours, placed at roughly 0.235 nm, changes the silicon signal by 0.5 % on the medium detector and by 0.1 % on the high-angle one. Farther neighbours are left out of this estimate and can alter the medium-angle value.

Thickness limits the single-scattering assumption. At roughly 50 atoms per nm³ the elastic mean free path in this model is 153 nm for silicon and 51 nm for germanium. The 10 nm film is 0.065 and 0.197 of these lengths, which gives about $0.7\times0.065+0.3\times0.197=0.10$ for the alloy. Repeated scattering is still not negligible. For pure 10 nm films of the two elements, repeated elastic scattering in the Wentzel model lowers the medium-angle pair exponent by about 0.06 and raises the high-angle one by about 0.02. These shifts are comparable with several of the corrections above, and they depend on thickness.

The film was assumed to be amorphous, and a crystalline silicon-germanium layer breaks that assumption. Along a crystal axis the atomic columns concentrate the beam, so the atoms no longer see a uniform incident wave. The shift this causes depends on thickness and orientation and is not given by the formulas above, so the exponents found here should not be applied to such an image. The reference density matters as well. An error of 1 % in the number of atoms per area changes $S=2.20$ by 0.022, and the square-law reading by $0.022/4.22$, or about 0.5 percentage points of germanium.

For this pair of elements, every single change calculated for the two detectors gives an exponent below 2, from 1.59 to 1.82 at medium angles and from 1.89 to 1.97 at high angles. These ranges show the spread of single corrections and are not error bounds: the Hartree-Fock potential treated with Dirac partial waves combines several of them and gives 1.86 at high angles, below the range. A quantitative reading of composition therefore needs cross sections calculated for the actual elements, detector and probe, or a calibration on films of known composition under the same conditions.

## Calculated quantities

```
beam 200 kV: k = 132.58 1/bohr, gamma = 1.3914, v/c = 0.6953
wavelength = 2.5079 pm
Si: Z = 14, mu = 2.4101 1/bohr, Z/(v) = 0.1469, angle for local n=1.9: 63.9 mrad
Ge: Z = 32, mu = 3.1748 1/bohr, Z/(v) = 0.3358, angle for local n=1.9: 84.1 mrad
Z^2 ratio Ge/Si = 5.2245
Si-to-Ge exponent at one angle: Wentzel, Hartree-Fock
    20 mrad: 1.3053, 1.5601
    50 mrad: 1.8007, 1.8244
   100 mrad: 1.9437, 1.8718
   200 mrad: 1.9854, 1.9809
   400 mrad: 1.9963, 1.9615
  1000 mrad: 1.9994, 1.9941
medium-angle detector 30-60 mrad: q = 3.977 to 7.953 1/bohr
  Si: sigma = 24.128 pm^2, n(inner) = 1.6419, n(outer) = 1.8879, n(annulus) = 1.7649
  Ge: sigma = 99.140 pm^2, n(inner) = 1.4811, n(outer) = 1.8167, n(annulus) = 1.6489
  Si-to-Ge exponent, Wentzel model: 1.7094
    with radius factor c = 0.885: 1.6551
    with Hartree-Fock density: 1.8245
    with eikonal instead of Born: 1.6208
    with inelastic added (Lenz): 1.6552
    with spin/Coulomb correction: 1.7165
    with 20 mrad probe cone: 1.5860
    Hartree-Fock basis shift (TZVP to QZVP): +0.00001
    Si signal change, first neighbours: +0.55 %
  Wentzel: Ge/Si ratio 4.109, alloy/Si signal 1.933, Ge read with Z^2: 22.1 % (true 30 %)
  Hartree-Fock: Ge/Si ratio 4.519, alloy/Si signal 2.056, Ge read with Z^2: 25.0 % (true 30 %)
high-angle detector 80-200 mrad: q = 10.603 to 26.471 1/bohr
  Si: sigma = 5.350 pm^2, n(inner) = 1.9345, n(outer) = 1.9890, n(annulus) = 1.9618
  Ge: sigma = 26.814 pm^2, n(inner) = 1.8903, n(outer) = 1.9811, n(annulus) = 1.9357
  Si-to-Ge exponent, Wentzel model: 1.9498
    with radius factor c = 0.885: 1.9369
    with Hartree-Fock density: 1.8981
    with eikonal instead of Born: 1.8905
    with inelastic added (Lenz): 1.9025
    with spin/Coulomb correction: 1.9683
    with 20 mrad probe cone: 1.9442
    Hartree-Fock basis shift (TZVP to QZVP): +0.00001
    Si signal change, first neighbours: -0.11 %
  Wentzel: Ge/Si ratio 5.012, alloy/Si signal 2.204, Ge read with Z^2: 28.5 % (true 30 %)
  Hartree-Fock: Ge/Si ratio 4.803, alloy/Si signal 2.141, Ge read with Z^2: 27.0 % (true 30 %)
Si at 50 atoms/nm^3: elastic mean free path 153 nm, 10 nm film / path = 0.065
Ge at 50 atoms/nm^3: elastic mean free path 51 nm, 10 nm film / path = 0.197
```
